# The Cowley–Sze Barrier and Its Pinning Factor

A metal with work function \(\phi_m\) is joined to an n-type semiconductor through a layer of thickness \(\delta\) and permittivity \(\varepsilon_i\). The layer contains no charge. The semiconductor has electron affinity \(\chi\), gap \(E_g\), permittivity \(\varepsilon_s\) and a uniform density \(N\) of fully ionized donors. On its face toward the layer there are interface states, with a constant number \(D\) per unit area and unit energy throughout the gap. They are neutral as a whole when filled up to the energy \(\phi_0\) above the valence-band edge.

The contact is in equilibrium, so one Fermi level \(E_F\) runs through metal, interface states and semiconductor. The barrier to be found is

\[
\phi_B=E_c(\text{interface})-E_F .
\]

Here \(\phi\), \(\chi\) and \(E\) denote energies, \(Q\) denotes charge per unit area, and \(e>0\) is the elementary charge. The quantities \(\phi_m\), \(\chi\), \(D\) and \(\phi_0\) are taken to be unchanged by making the contact. Image-force lowering is left out.

For numbers, take the round model values \(\chi=4.0\) eV, \(E_g=1.2\) eV, \(\phi_0=0.4\) eV, \(\delta=0.50\) nm, \(\varepsilon_i=2\varepsilon_0\), \(\varepsilon_s=12\varepsilon_0\), \(D=5.0\times10^{13}\) eV\(^{-1}\)cm\(^{-2}\), \(N=10^{17}\) cm\(^{-3}\) and \(T=300\) K. Both effective band densities are \(2.5\times10^{19}\) cm\(^{-3}\).

**(a) Find the charge \(Q_{ss}\) in the interface states as a function of \(\phi_B\).**

*Solution.* Measure energy \(E\) from the valence edge at the interface. The Fermi level then lies at

\[
F=E_g-\phi_B .
\]

States below \(\phi_0\) are donor-like: neutral when full and charged \(+e\) when empty. States above \(\phi_0\) are acceptor-like: neutral when empty and charged \(-e\) when full. This assignment makes the set neutral when it is filled exactly to \(\phi_0\). With the Fermi function \(f(E)=1/[1+e^{(E-F)/kT}]\),

\[
Q_{ss}=eD\left[\int_0^{\phi_0}(1-f)\,dE-\int_{\phi_0}^{E_g}f\,dE\right]
=eD\left[\phi_0-\int_0^{E_g}f\,dE\right].
\]

An antiderivative of \(f\) is \(-kT\ln[1+e^{(F-E)/kT}]\), as differentiation confirms. Since \(F-E_g=-\phi_B\),

\[
\int_0^{E_g}f\,dE=kT\ln\!\left(1+e^{F/kT}\right)-kT\ln\!\left(1+e^{-\phi_B/kT}\right).
\]

Taking the factor \(e^{F/kT}\) out of the first logarithm gives

\[
\int_0^{E_g}f\,dE=F+kT\ln\!\left(1+e^{-F/kT}\right)-kT\ln\!\left(1+e^{-\phi_B/kT}\right).
\]

The two logarithms are exponentially small when the Fermi level is several \(kT\) away from both band edges. Under that condition the integral is \(F=E_g-\phi_B\), and

\[
Q_{ss}=eD\,(\phi_B-E_g+\phi_0). \tag{1}
\]

The thermal smearing of the occupation has dropped out because \(D\) is constant: the electrons missing below \(E_F\) are balanced by those above it. A larger barrier puts \(E_F\) lower in the gap, which empties states and makes \(Q_{ss}\) more positive. The charge vanishes at \(\phi_B=E_g-\phi_0\), here 0.800 eV, which may be called the neutrality barrier.

**(b) Let \(Q_{sc}\) be the charge per area in the semiconductor's depletion region. Relate \(\phi_B\) to \(\phi_m\) through the potential drop across the layer.**

*Solution.* The contact as a whole is neutral, so the metal surface carries

\[
Q_m=-(Q_{ss}+Q_{sc}).
\]

Let the \(x\) axis point from metal to semiconductor. The field vanishes inside the metal, so Gauss's law gives the field \(Q_m/\varepsilon_i\) in the layer. It is uniform because the layer holds no charge. The electrostatic potential changes from the metal side to the semiconductor side by

\[
\Delta V=-\frac{Q_m\delta}{\varepsilon_i}=\frac{\delta\,(Q_{ss}+Q_{sc})}{\varepsilon_i}.
\]

An electron's energy changes by \(-e\Delta V\), and the local vacuum level follows it. This level lies at \(E_F+\phi_m\) beside the metal and at \(E_F+\phi_B+\chi\) beside the semiconductor. Hence

\[
(\phi_B+\chi)-\phi_m=-e\Delta V,
\]

or

\[
\phi_m-\chi-\phi_B=\frac{e\delta}{\varepsilon_i}\,(Q_{ss}+Q_{sc}). \tag{2}
\]

The sign can be checked physically. Positive charge on the semiconductor side attracts electrons and lowers their energy there. The conduction edge is pulled down relative to the metal, and the barrier is smaller than \(\phi_m-\chi\), as (2) says.

**(c) Neglect \(Q_{sc}\). Find the barrier and the factor that multiplies \(\phi_m\), and examine the limits of small and large \(D\).**

*Solution.* Put (1) into (2) with \(Q_{sc}=0\), and define the dimensionless number

\[
\lambda=\frac{e^2D\delta}{\varepsilon_i}.
\]

Then

\[
\phi_m-\chi-\phi_B=\lambda\,(\phi_B-E_g+\phi_0).
\]

Collecting the terms in \(\phi_B\) on one side gives

\[
(1+\lambda)\,\phi_B=(\phi_m-\chi)+\lambda\,(E_g-\phi_0).
\]

Divide by \(1+\lambda\) and set \(S=1/(1+\lambda)\), so that \(\lambda/(1+\lambda)=1-S\). Writing \(\phi_{B0}\) for the barrier in this approximation,

\[
\phi_{B0}=S(\phi_m-\chi)+(1-S)(E_g-\phi_0),\qquad
S=\frac{1}{1+e^2D\delta/\varepsilon_i}. \tag{3}
\]

The pinning factor \(S\) expresses a negative feedback. If the barrier rises by \(d\phi_B\), the states gain the charge \(eD\,d\phi_B\), and the resulting dipole takes up the energy \(\lambda\,d\phi_B\). A change \(d\phi_m\) must supply both parts, \(d\phi_m=(1+\lambda)\,d\phi_B\), so the barrier receives the fraction \(S\).

For \(D\to0\), \(S\to1\) and \(\phi_{B0}\to\phi_m-\chi\), the Schottky limit. For \(D\to\infty\), \(S\to0\) and \(\phi_{B0}\to E_g-\phi_0\), the Bardeen limit, in which the metal no longer matters. The limit \(\delta\to0\) at fixed \(D\) also gives \(S\to1\): charge without separation makes no dipole. At \(\phi_m=\chi+E_g-\phi_0\), here 4.800 eV, the two energies averaged in (3) are equal, and \(\phi_{B0}\) is the same for every \(D\).

With the model values, \(\lambda=2.2619\) and

\[
S=\frac{1}{3.2619}=0.3066 .
\]

For \(\phi_m=5.0\) eV,

\[
\phi_{B0}=0.3066\times1.0+0.6934\times0.8=0.861\ \text{eV}.
\]

The factor falls to one half when \(\lambda=1\), that is at \(D=\varepsilon_i/(e^2\delta)=2.21\times10^{13}\) eV\(^{-1}\)cm\(^{-2}\) for this layer.

**(d) Find \(Q_{sc}\) as a function of \(\phi_B\), including the leading thermal correction.**

*Solution.* Let \(x=0\) now be the semiconductor face, and let \(y(x)\) be the upward shift of the conduction edge from its bulk position. Since \(y=-eV\), Poisson's equation \(V''=-\rho/\varepsilon_s\) becomes \(y''=e\rho/\varepsilon_s\). With Boltzmann electrons, whose density in the neutral bulk is \(N\), and with holes neglected, \(\rho=eN(1-e^{-y/kT})\). Therefore

\[
y''=\frac{e^2N}{\varepsilon_s}\left(1-e^{-y/kT}\right).
\]

Multiply by \(y'\) and integrate from the bulk, where \(y=y'=0\):

\[
\tfrac12\,y'^2=\frac{e^2N}{\varepsilon_s}\left(y-kT+kT\,e^{-y/kT}\right).
\]

The constant \(-kT\) makes the right side vanish at \(y=0\). The depletion charge is the integral of \(\rho\) over the semiconductor,

\[
Q_{sc}=\int_0^\infty\rho\,dx=\frac{\varepsilon_s}{e}\int_0^\infty y''\,dx=-\frac{\varepsilon_s}{e}\,y'(0),
\]

which is positive because \(y\) falls toward the bulk. Squaring it and inserting the first integral gives

\[
Q_{sc}^2=\frac{\varepsilon_s^2}{e^2}\,y'(0)^2
=2\varepsilon_sN\left(y_s-kT+kT\,e^{-y_s/kT}\right),\qquad y_s=\phi_B-\xi .
\]

Here \(y_s=y(0)\), and \(\xi=E_c-E_F\) in the bulk. With \(N_c\) the effective density of the conduction band, \(N=N_ce^{-\xi/kT}\), so \(\xi=kT\ln(N_c/N)=0.1427\) eV, where \(kT=0.02585\) eV. If \(y_s\) is several \(kT\), the exponential can be dropped:

\[
Q_{sc}=\sqrt{2\varepsilon_sN\,u},\qquad u=\phi_B-\xi-kT. \tag{4}
\]

The term \(-kT\) accounts for the electrons that spill into the inner edge of the depletion region and cancel part of the donor charge. It is convenient to define a width by \(Q_{sc}=eNW\), the thickness of fully depleted material that would hold the same charge.

Holes can safely be neglected when their density at the interface is small compared with \(N\). This condition fails when a large barrier brings \(E_F\) close to the valence edge.

**(e) Solve for the barrier with the depletion charge included, and evaluate it.**

*Solution.* Insert (1) into (2), now keeping \(Q_{sc}\), and collect terms as in part (c):

\[
(1+\lambda)\,\phi_B=(\phi_m-\chi)+\lambda(E_g-\phi_0)-\frac{e\delta}{\varepsilon_i}Q_{sc}.
\]

Multiplying by \(S\) turns the first two terms on the right into \(\phi_{B0}\). With (4),

\[
\phi_B=\phi_{B0}-b\sqrt u,\qquad b=S\,\frac{e\delta}{\varepsilon_i}\sqrt{2\varepsilon_sN}.
\]

Subtract \(\xi+kT\) from both sides and write \(u_0=\phi_{B0}-\xi-kT\). The result is a quadratic equation for \(\sqrt u\):

\[
u+b\sqrt u-u_0=0 .
\]

For \(u_0>0\) its roots have opposite signs, because their product is \(-u_0\). The square root in (4) is positive, so

\[
\sqrt u=-\frac b2+\sqrt{\frac{b^2}{4}+u_0},
\]

\[
\phi_B=\xi+kT+\left(\sqrt{\frac{b^2}{4}+u_0}-\frac b2\right)^2. \tag{5}
\]

The positive depletion charge lowers the barrier below \(\phi_{B0}\). Equation (5) also requires the resulting band bending to be several \(kT\), as assumed in (4).

For \(\phi_m=5.0\) eV, (5) gives 0.8481 eV, which is 0.0132 eV below \(\phi_{B0}=0.8613\) eV. The charges show where this comes from. The interface states hold 3.857 mC/m² and the depletion region 1.521 mC/m², so the metal carries \(-5.378\) mC/m². The energy drop across the layer is

\[
\phi_m-\chi-\phi_B=5.0-4.0-0.8481=0.1519\ \text{eV}.
\]

The depletion charge accounts for the share \(0.1519\times1.521/5.378\approx0.043\) eV. The barrier falls by \(S\) times this, \(0.3066\times0.043=0.0132\) eV, because the interface states lose positive charge as the barrier falls and so oppose the shift.

At \(\phi_m=4.4\) eV the interface states have the other sign. The barrier, 0.6661 eV, is below the neutrality barrier, so \(Q_{ss}<0\). The drop is \(0.4-0.6661=-0.2661\) eV: the negative interface charge outweighs the positive depletion charge, and the barrier exceeds \(\phi_m-\chi\).

Equation (5) was tested against a finite-difference solution of Poisson's equation that keeps electrons and holes, fills the interface states with the Fermi function, and imposes Gauss's law at the interface. Energies are in eV:

| \(\phi_m\) | \(\phi_{B0}\) | (5) | Poisson |
|---|---|---|---|
| 4.4 | 0.6774 | 0.6661 | 0.6661 |
| 4.8 | 0.8000 | 0.7874 | 0.7874 |
| 5.2 | 0.9226 | 0.9089 | 0.9089 |

The agreement supports the steps from (1) to (5) within this model. It does not test the model's assumptions, such as constant \(D\) or a laterally uniform interface charge. The charge of 3.857 mC/m² amounts to \(2.4\times10^{12}\) elementary charges per cm², about 6 nm apart, which is far more than \(\delta=0.5\) nm. The drop across the layer is therefore a lateral average, and the local barrier of a real contact can vary about it.

With \(N\) raised to \(10^{18}\) cm\(^{-3}\), the barrier at \(\phi_m=5.0\) eV becomes 0.8188 eV, by (5) and by the Poisson solution. The shift from \(\phi_{B0}\) grows from 0.0132 to 0.0425 eV, a factor of about 3.2. This is close to \(\sqrt{10}\), as expected from \(b\propto\sqrt N\) when \(u\) changes little.

**(f) Find the slope \(d\phi_B/d\phi_m\) with depletion included. When is \(S\) a good approximation to it, and when is \(\phi_{B0}\) a good approximation to the barrier?**

*Solution.* Differentiate (2), using \(dQ_{ss}/d\phi_B=eD\) from (1):

\[
\frac{d\phi_m}{d\phi_B}-1=\frac{e\delta}{\varepsilon_i}\left(eD+\frac{dQ_{sc}}{d\phi_B}\right).
\]

From (4), with \(du=d\phi_B\) and \(Q_{sc}=eNW\),

\[
\frac{dQ_{sc}}{d\phi_B}=\frac{\sqrt{2\varepsilon_sN}}{2\sqrt u}
=\frac{\varepsilon_sN}{Q_{sc}}=\frac{\varepsilon_s}{eW}.
\]

Therefore

\[
\frac{d\phi_B}{d\phi_m}=\frac{1}{1+\dfrac{\delta}{\varepsilon_i}\left(e^2D+\dfrac{\varepsilon_s}{W}\right)}. \tag{6}
\]

Each term is a capacitance per area: \(\varepsilon_i/\delta\) for the layer, \(e^2D\) for the interface states and \(\varepsilon_s/W\) for the depletion region. The last two add like capacitors in parallel, and the layer is in series with the pair. The slope is the fraction of a change in \(\phi_m\) that appears across the pair. The factor \(S\) is a good approximation to it when

\[
\frac{\varepsilon_s}{W}\ll\frac{\varepsilon_i}{\delta}+e^2D. \tag{7}
\]

The same ratio controls the barrier itself. Squaring \(Q_{sc}=eNW\) and using (4) gives \(u=e^2NW^2/(2\varepsilon_s)\), so \(Q_{sc}=2\varepsilon_su/(eW)\). The shift found in part (e) is then

\[
\phi_{B0}-\phi_B=S\,\frac{e\delta}{\varepsilon_i}\,Q_{sc}
=2u\,\frac{\varepsilon_s/W}{\varepsilon_i/\delta+e^2D},
\]

where \(S\delta/\varepsilon_i=1/(\varepsilon_i/\delta+e^2D)\) was used. Under (7) the shift is small compared with \(u\). A thin layer, with \(\varepsilon_i/\delta\gg\varepsilon_s/W\), is sufficient for this even without interface states.

For \(\phi_m=5.0\) eV, \(W=94.9\) nm, and the ratio of depletion to layer capacitance is

\[
\frac{\varepsilon_s\delta}{\varepsilon_iW}=\frac{12\times0.50}{2\times94.9}=0.032 .
\]

The following values show the passage between the two limits. The slopes are taken at \(\phi_m=4.8\) eV and the barriers at 5.0 eV:

| \(D\) (eV\(^{-1}\)cm\(^{-2}\)) | \(S\) | slope (6) | \(\phi_B\) (eV) |
|---|---|---|---|
| 0 | 1.0000 | 0.9672 | 0.9538 |
| \(10^{13}\) | 0.6885 | 0.6730 | 0.9069 |
| \(5\times10^{13}\) | 0.3066 | 0.3035 | 0.8481 |
| \(10^{15}\) | 0.0216 | 0.0216 | 0.8034 |

The slopes computed by finite differences from the Poisson solution agree with (6) in every row. Without interface states the slope is still 3.3% below one, because the depletion charge, and with it the drop it produces across the layer, grows with the barrier. At the largest \(D\) the barrier lies 0.0034 eV above the neutrality barrier, although \(\phi_m-\chi\) is 0.2 eV above it.

**(g) Barriers measured for several metals are fitted by a line \(\phi_B=s\phi_m+c\). What can be inferred about \(D\) and \(\phi_0\), and what error comes from ignoring depletion?**

*Solution.* Comparing the line with (3) gives \(s=S\) and \(c=-s\chi+(1-s)(E_g-\phi_0)\). Solving for the two unknowns,

\[
D_{\rm fit}=\frac{\varepsilon_i}{e^2\delta}\left(\frac1s-1\right),\qquad
\phi_{0,\rm fit}=E_g-\frac{c+s\chi}{1-s}. \tag{8}
\]

The slope determines the combination \(D\delta/\varepsilon_i\), so \(D\) follows only if \(\delta/\varepsilon_i\) is known separately. In the Poisson solution, doubling \(D\) while halving \(\delta\) changes the slope merely from 0.3035 to 0.3050. Doubling \(D\) at fixed \(\delta\) lowers it to 0.1800. The small change in the first case arises because the depletion term in (6) is halved with \(\delta\).

To find the error in (8), expand the depletion charge about a barrier \(\phi_*\) in the middle of the data. Define \(D_d=\varepsilon_s/(e^2W)\), and let \(u_*\) be the value of \(u\) there. By part (f), \(Q_{sc}=2eD_du_*\) at this point and its derivative is \(eD_d\), so to first order

\[
Q_{ss}+Q_{sc}\simeq eD(\phi_B-E_g+\phi_0)+eD_d(\phi_B-\phi_*+2u_*).
\]

This is linear in \(\phi_B\), like (1), but with the density \(D+D_d\). A line fit therefore attributes the depletion capacitance to interface states:

\[
D_{\rm fit}\simeq D+D_d .
\]

The fitted neutrality barrier \(E_g-\phi_{0,\rm fit}\) is the value of \(\phi_B\) at which the linear expression vanishes:

\[
E_g-\phi_{0,\rm fit}\simeq\frac{D(E_g-\phi_0)+D_d(\phi_*-2u_*)}{D+D_d}.
\]

Subtracting this from \(E_g-\phi_0\) gives

\[
\phi_{0,\rm fit}-\phi_0\simeq\frac{D_d}{D+D_d}\left(E_g-\phi_0-\phi_*+2u_*\right). \tag{9}
\]

The five Poisson barriers from \(\phi_m=4.4\) to 5.2 eV give \(s=0.3035\) and \(c=-0.6692\) eV. Then (8) yields \(D_{\rm fit}=5.07\times10^{13}\) eV\(^{-1}\)cm\(^{-2}\). Its excess over the true density is \(7.35\times10^{11}\) eV\(^{-1}\)cm\(^{-2}\), while \(D_d\) at \(\phi_m=4.8\) eV is \(7.32\times10^{11}\) eV\(^{-1}\)cm\(^{-2}\).

For the neutrality level, \(\phi_*=0.7874\) eV and \(u_*=0.7874-0.1427-0.0259=0.6188\) eV. Equation (9) gives

\[
\phi_{0,\rm fit}-\phi_0\simeq\frac{0.0732}{5.0732}\,(0.0126+1.2376)\ \text{eV}=0.018\ \text{eV},
\]

in agreement with the fitted \(\phi_{0,\rm fit}=0.418\) eV.

Both errors are small here because \(D_d\ll D\). They are not the only errors for measured barriers. The image-force lowering left out of the model, estimated as \(e\sqrt{e\mathcal E/(4\pi\varepsilon_s)}\) with \(\mathcal E=Q_{sc}/\varepsilon_s\) for a metal directly on the semiconductor, is 0.041 eV at \(\phi_m=5.0\) eV, three times the depletion shift. Subtracted from the five barriers, it moves the fit to \(D_{\rm fit}=5.20\times10^{13}\) eV\(^{-1}\)cm\(^{-2}\) and \(\phi_{0,\rm fit}=0.476\) eV. The layer alters this estimate, so it gives only the order of magnitude. When \(D\) is comparable with \(D_d\), a substantial part of \(D_{\rm fit}\) comes from the depletion region, and \(Q_{sc}\) must be kept. The first-order estimates then also lose accuracy, since the barriers span a much wider range: for \(D=10^{12}\) eV\(^{-1}\)cm\(^{-2}\) the same five metals give \(D_{\rm fit}=2.0\times10^{12}\) against \(D+D_d=1.75\times10^{12}\) eV\(^{-1}\)cm\(^{-2}\), and \(\phi_{0,\rm fit}=0.87\) eV against 0.92 eV from (9). The inference can also fail if \(D\) varies over the range of energies swept by \(E_F\), or if \(D\), \(\phi_0\) or \(\delta/\varepsilon_i\) changes from metal to metal. A straight line alone does not exclude the latter, since a neutrality level \(\phi_0\) that varies linearly with \(\phi_m\) changes the slope without producing visible curvature. The remaining computed values are in the numerical output below.

## Numbers as computed

```
affinity 4.0 eV, gap 1.2 eV, phi_0 0.4 eV
layer thickness 0.50 nm
relative permittivities: layer 2, semiconductor 12
D = 5.00e+13 1/(eV cm^2), N = 1.0e+17 1/cm^3
N_c = N_v = 2.50e+19 1/cm^3, T = 300 K
kT = 0.02585 eV, bulk E_c-E_F = 0.1427 eV
e^2 D delta/eps_i = 2.2619
pinning factor S = 0.3066
D giving S = 1/2: 2.211e+13 1/(eV cm^2)
neutrality barrier E_g-phi_0 = 0.800 eV
crossing work function = 4.800 eV
barriers in eV: phi_m, no depletion charge, closed form, Poisson
  4.4  0.6774  0.6661  0.6661
  4.6  0.7387  0.7268  0.7268
  4.8  0.8000  0.7874  0.7874
  5.0  0.8613  0.8481  0.8481
  5.2  0.9226  0.9089  0.9089
at phi_m = 5.0 eV, from Poisson:
  interface-state charge 3.857 mC/m^2
  depletion charge 1.521 mC/m^2 (formula 1.521)
  metal charge -5.378 mC/m^2
  energy drop across layer 0.1519 eV
  field in layer 0.304 V/nm
  depletion width (formula) 94.9 nm
sweep: D in 1/(eV cm^2), S, slope formula, slope Poisson,
  last column: Poisson barrier at phi_m = 5.0 eV, in eV
  0.0e+00  1.0000  0.9672  0.9672  0.9538
  1.0e+12  0.9567  0.9267  0.9267  0.9473
  1.0e+13  0.6885  0.6730  0.6730  0.9069
  5.0e+13  0.3066  0.3035  0.3035  0.8481
  1.0e+15  0.0216  0.0216  0.0216  0.8034
N = 1.0e+18 1/cm^3, phi_m = 5.0 eV: closed form 0.8188 eV, Poisson 0.8188 eV
Poisson slopes: (D, delta) 0.3035, (2D, delta/2) 0.3050
  (2D, delta) 0.1800
line fit: slope 0.3035, intercept -0.6692 eV
  inferred D = 5.0735e+13 1/(eV cm^2)
  excess over true D = 7.351e+11 1/(eV cm^2)
  eps_s/(e^2 W) at 4.8 eV = 7.320e+11 1/(eV cm^2)
  inferred phi_0 = 0.4180 eV
```
